Capture Level and Auger-to-Radiative Crossover in the Muonic Cascade

In the model of a muonic phosphorus atom worked out below (hydrogenic electrons, shells kept full, circular muon orbits), the step from n = 5 to n = 4 is made by ejecting an electron about 4.2 times as often as by emitting a photon. One step later, from n = 4 to n = 3, the ratio is 0.39. At n = 14 it is several thousand. Why does the change come so low in the cascade, and how does it move with nuclear charge Z?

**Two quick estimates**

I use atomic units: ħ, the electron mass and the elementary charge are 1, energies are in hartree, and the speed of light is 1/α = 137.036. The muon-electron mass ratio is M = 206.768. The nucleus is a fixed point charge and all motion is nonrelativistic.

A muon in level n has radius n²/(MZ) and binding energy MZ²/(2n²). For a K electron, with screening ignored, these are 1/Z and Z²/2. Equal radii require

n²/(MZ) = 1/Z, so n² = M.

Equal energies require

MZ²/(2n²) = Z²/2, so again n² = M.

Hence n = √206.768 = 14.38, independent of Z. Nuclear recoil, with mass number 31, changes this to 14.35. At the integer n = 14 the muon is bound 5.5 % more strongly than the K electron, and its most probable radius in a circular orbit is 5.2 % smaller.

The energy argument shows what the number means. A muon arriving with negligible kinetic energy can free a K electron if its new binding energy is at least that of the electron, which requires n ≤ 14 here. A less strongly bound electron can be freed by a muon entering a higher level. So n ≈ 14 marks the muon's entry into the K shell; it is not a unique level at which all muons are captured.

For the crossover, let d be the size of the muon's transition dipole and ω the energy released. Photon emission has a rate of order α³ω³d². For Auger emission, the dipole acts on a K electron at distance 1/Z with strength dZ². Its square, d²Z⁴, is multiplied by a density of final states of order 1/Z², the inverse of the electron's energy scale. The Auger rate is therefore of order d²Z², and

Auger/radiative ~ Z²/(α³ω³).

The dipole has cancelled. For a step n → n−1,

ω = (MZ²/2)[1/(n−1)² − 1/n²] = (MZ²/2)(2n−1)/[n²(n−1)²].

With ν = n − ½ we have 2n−1 = 2ν and n(n−1) = ν² − ¼, so ω ≈ MZ²/ν³, with a relative error of order 1/ν². The ratio becomes ν⁹/(α³M³Z⁴). Setting it to 1 gives

n ≈ ½ + (αM)^(1/3) Z^(4/9) = ½ + 1.15 Z^(4/9).

For Z = 15 this is 4.3, between the two steps quoted at the start. All numerical factors were dropped, so the agreement needs a derivation.

**The radiative rate**

Let the muon be in a circular state, l = n−1. Its one-step E1 transition leads to l−1 = n−2. Write d² for the squared matrix element of the muon position, summed over final magnetic states.

In a box of volume V, the field of one photon gives a squared matrix element (2πω/V)|ε·d|², with ε the polarization vector. The number of modes per unit energy and solid angle is Vω²α³/(2π)³ for each polarization. The golden rule gives

Γ_R = 2π · 2πω · ω²α³/(8π³) · ∫dΩ Σ|ε·d|².

The polarization sum is d² − |k̂·d|², with k̂ the photon direction. The average of k̂_i k̂_j over directions is δ_ij/3, so the angular integral is 4π(1 − 1/3)d² = (8π/3)d², for a real or complex dipole vector alike. Hence

Γ_R = (4/3)α³ω³d².

For the angular part of d², take m = l, where the angular function is proportional to sin^l θ e^(ilφ). Since the final state has l−1, only m' = l−1 can be reached. Let K be the matrix element of sinθ e^(−iφ). The x and y components each have magnitude K/2, so their squares add to K²/2. With I_q the integral of sin^q θ from 0 to π, normalization gives

K² = I_(2l+1)/I_(2l−1) = 2l/(2l+1),

because I_q = [(q−1)/q]I_(q−2). The angular factor is thus l/(2l+1) = (n−1)/(2n−1), and by rotational symmetry it is the same for every initial m.

In muonic length units 1/(MZ), the circular radial function is

u_n = N_n s^n e^(−s/n), N_n² = (2/n)^(2n+1)/(2n)!.

Therefore

d² = [(n−1)/(2n−1)] D²/(MZ)²,

D = N_n N_(n−1) (2n)!/[1/n + 1/(n−1)]^(2n+1).

At fixed n, ω grows as Z² and d² falls as 1/Z², so Γ_R grows as Z⁴.

At large n, D tends to n², d² to n⁴/(2M²Z²) and ω to MZ²/n³. Then

Γ_R → (2/3)α³MZ⁴/n⁵.

A classical muon on this orbit has acceleration MZ³/n⁴ and radiates power (2/3)α³M²Z⁶/n⁸. Division by the photon energy MZ²/n³ gives the same rate.

**The Auger rate**

Place the muon well inside the K shell. Its repulsion of an electron is

1/|r_e − r_μ| = 1/r_e + r_μ·r_e/r_e³ + …

The first term cancels one unit of nuclear charge, so the electron sees Z_e = Z−1. The second term transfers energy. I neglect the mutual screening of the electrons and assume that the K shell is refilled before each step.

Averaging over the muon's initial m removes any preferred direction: each Cartesian component contributes d²/3. An electron leaving 1s through r_e/r_e³ goes into a p wave. Each of the three components of the unit vector has squared angular matrix element 1/3, and their sum is 1. For one electron,

Γ = 2π(d²/3)[∫u_1s u_E r^(−2) dr]².

Here u_E is normalized per unit energy. In a box of length L, a sine wave has squared amplitude 2/L and the density of states is L/(πk); their product gives the asymptotic amplitude √(2/(πk)).

Measure lengths in 1/Z_e and put k = Z_e κ. The factors of Z_e in the two wavefunctions cancel, while r^(−2)dr supplies one factor Z_e. With two K electrons,

Γ_A = (4π/3)d²Z_e²J², J = ∫u_1s u_κ r^(−2) dr.

From here to the result for J, r is the scaled radius and u_1s = 2re^(−r).

Let x = ω/(Z_e²/2) be the released energy divided by the hydrogenic K binding energy. Energy conservation gives κ² = x−1, so the channel is open for x > 1. Write u_κ = N r²w with w(0) = 1. The p-wave equation

u'' + (κ² + 2/r − 2/r²)u = 0

becomes

r w'' + 4w' + (κ²r + 2)w = 0.

Define f(p) = ∫e^(−pr)w dr from 0 to ∞. The transform of r w'' is −2pf − p²f' + 1, that of 4w' is 4pf − 4, and that of κ²r w is −κ²f'. Adding 2f gives

(p²+κ²)f' = 2(p+1)f − 3.

Differentiate three times, collecting terms each time:

(p²+κ²)f'' = 2f + 2f',

(p²+κ²)f''' = 2f' + 2(1−p)f'',

(p²+κ²)f'''' = (2−4p)f'''.

The last equation determines G = −f''' = ∫r³e^(−pr)w dr. At large p the integral comes from small r, so G → 6/p⁴. The solution with this limit is

G(p) = 6(p²+κ²)^(−2) exp[(2/κ)(arctan(p/κ) − π/2)].

At p = 1 the bracket arctan(1/κ) − π/2 equals −arctan κ, and p²+κ² = x. The equation for f''' at p = 1 reads x f''' = 2f', so

∫r e^(−r)w dr = −f'(1) = (x/2)G(1) = (3/x) exp[−(2/κ)arctan κ].

The amplitude N follows from the behaviour of G near p = iκ. Put p = iκ+q with small q. Using arctan z = (1/2i)ln[(1+iz)/(1−iz)],

exp[(2/κ)arctan(p/κ)] → (iq/2κ)^(−i/κ) = e^(π/(2κ))(q/2κ)^(−i/κ).

Also (p²+κ²)^(−2) → −1/(4κ²q²). Near this point G therefore has magnitude 6e^(−π/(2κ))/(4κ²) multiplying q^(−2−i/κ), apart from a constant phase. The inverse transform of q^(−s) is r^(s−1)e^(iκr)/Γ(s). Adding the conjugate contribution from p = −iκ doubles the real amplitude. Since G is the transform of r³w, division by r shows that r²w tends to a sine wave of amplitude

3e^(−π/(2κ))/[κ²|Γ(2+i/κ)|].

N must raise this to √(2/(πκ)):

N² = (2/(πκ)) κ⁴|Γ(2+i/κ)|² e^(π/κ)/9.

The gamma-function identity |Γ(2+iy)|² = (1+y²)πy/sinh(πy), with y = 1/κ and 1+y² = x/κ², reduces this to

N² = (4x/9)/(1 − e^(−2π/κ)).

Finally, J = 2N∫r e^(−r)w dr, so J² = 4N²(9/x²)exp[−(4/κ)arctan κ], or

J² = 16g/x, g = exp[−(4/κ)arctan κ]/(1 − e^(−2π/κ)).

**The ratio and its limits**

Dividing the two rates gives

Γ_A/Γ_R = πJ²Z_e²/(α³ω³).

Insert J² = 16g/x and ω = xZ_e²/2, hence ω³ = x³Z_e⁶/8:

Γ_A/Γ_R = 128πg/(α³x⁴Z_e⁴),

x = M(Z/Z_e)²[1/(n−1)² − 1/n²].

The quick estimate leaves out the factor πJ² and the difference between Z and Z_e, and it uses the midpoint approximation for ω. At threshold κ → 0, arctan κ/κ → 1 and J² → 16e^(−4) = 0.29. For phosphorus J² is 0.34 at n = 7, 0.36 at n = 5 and 0.34 at n = 4. Thus πJ² is close to 1 near the crossover, which helps the estimate. So does the ninth power of ν: multiplying the estimated ratio by 3 would move the phosphorus crossover only from 4.3 down to 3.9.

For κ much larger than 2π, g tends to κ/(2π) ≈ √x/(2π), and

Γ_A/Γ_R → 64/(α³x^(7/2)Z_e⁴).

The next term multiplies this by about 1 − π/κ. For the 2 → 1 step in phosphorus, κ is about 13, and the exact g is 1.69 against √x/(2π) = 2.12, so the leading form is still too large by about a fifth of its own value, or a quarter of the exact one. This step illustrates the expansion only: it releases 475 keV, or 0.93 of the electron rest energy, so the ejected electron is no longer nonrelativistic.

Because d² cancels, the ratio for any E1 muon transition inside the K shell depends on its energy and on Z_e, within this model. With πJ² near 1, the crossover energy is about Z_e^(2/3)/α hartree. For phosphorus this is near 22 keV. A noncircular muon that makes a larger jump can therefore reach the radiative regime at a higher n.

**Phosphorus, step by step**

For Z = 15 and n = 5,

ω = (206.768 × 225/2)(1/16 − 1/25) = 523.4 hartree = 14.24 keV.

The K binding energy for Z_e = 14 is 14²/2 = 98 hartree, or 2.667 keV. Hence x = 5.341, κ = √4.341 = 2.083 and g = 0.1217. The ratio is

402.1 × 0.1217 × 137.036³/(5.341⁴ × 14⁴) = 4.03.

For n = 4, x = 11.54 and g = 0.2438, and the ratio is 0.37. Treating n as continuous places the crossover at 4.38. Since n is an integer, the model atom, with its K shell full, passes from mainly Auger emission at 5 → 4 to mainly radiative emission at 4 → 3.

The ratios quoted at the start also include L electrons and the finite size of the muon orbit. At n = 5 the finite orbit lowers the K Auger rate by 3.7 % relative to the small-orbit result, and L electrons add 9 % of the K rate. Together they raise the ratio from 4.03 to 4.24. At n = 7 the finite-orbit reduction is 7.4 %. These reductions come from the dipole interaction alone; letting the electron see the full charge Z inside the muon orbit changes them to about 3.4 % and 7.0 %.

Above n = 8 the hydrogenic K channel is closed for single steps. In the model, L electrons then carry the Auger emission; the few M electrons, whose density near the nucleus is much lower, are left out. They are modelled as hydrogenic electrons seeing charge Z−3, with the finite muon orbit retained in the dipole interaction. Their rates are rough, but the Auger-to-radiative ratio is still 111 at n = 9. It rises to 353 at n = 8 because the K channel opens there, then falls at each step, as the photon rate grows and the Auger rate drops with the shrinking dipole d².

The opening level is sensitive to screening. With the muon hiding one nuclear charge, the electrons resemble those of silicon. An unrestricted Hartree-Fock calculation for silicon in the 6-31G basis gives a K binding energy of 1.87 keV from the orbital energy, leaving out relaxation, correlation and relativity. The 9 → 8 step releases 2.08 keV and would then be open, while 10 → 9, with 1.48 keV, would remain closed. The zero K rate listed at n = 9 is thus a result of the hydrogenic model. A larger basis leaves the 1.87 keV unchanged, and relaxation lowers it to 1.84 keV, so these assignments stand. In a screened silicon potential with local exchange, the ratio at n = 9 is about 860 rather than 111, and the L rates from n = 9 to 14 are about a third lower. The crossover lies far above threshold in energy and barely moves: the K-only value goes from 4.38 to 4.40, and the full ratio at n = 5 from 4.24 to about 4.0.

**Dependence on Z, compared with the estimate**

The K-shell formula gives these continuous crossover values, followed by those of the quick estimate:

Z = 5: n = 3.1; estimate 2.8
Z = 10: n = 3.8; estimate 3.7
Z = 15: n = 4.4; estimate 4.3
Z = 20: n = 4.9; estimate 4.8
Z = 30: n = 5.7; estimate 5.7
Z = 40: n = 6.4; estimate 6.4

The close agreement at large Z is partly a compensation between the omitted factors and should not be read as the accuracy of the physical model.

Read the other way, a given step changes character at a definite charge: about Z = 4.5 for n = 3, 12 for n = 4, 21 for n = 5, 34 for n = 6 and 49 for n = 7. Below that charge Auger emission leads; above it, radiation leads. For 2 → 1 the K-shell formula stays below 0.03 at every integer Z from 2 to 80, so within the model this step is radiative. The values themselves are not reliable over most of that range. The step energy passes the electron rest energy near Z = 16, and the point nucleus overestimates it: 475 against about 457 keV for phosphorus, and 13.5 against about 5.8 MeV at Z = 80.

The reason for the trend is the different growth of the two rates. From Z = 15 to Z = 40, the K Auger rate at n = 5 grows by a factor of 1.09. The charge factor (Z_e/Z)² accounts for this, since J² hardly changes. The radiative rate grows by (40/15)⁴ = 50.6.

Between n = 4 and n = 7 the crossover charge rises on average as n^2.59. The estimate Z ∝ (n−½)^(9/4) gives an average power of 2.49 over the same interval. The remainder comes from the variation of J², the difference between Z and Z_e, and the midpoint approximation for ω.

Some of the model's assumptions weaken towards the ends of this range. In light atoms the K electrons screen each other appreciably. A slowly refilled K shell reduces the Auger rate and moves the crossover to higher n, and this matters for phosphorus too. A K-hole width of order 0.5 eV means refilling at about 7×10¹⁴ s⁻¹, comparable to the K Auger rates of 1.2×10¹⁵ s⁻¹ at n = 8 and 1.7×10¹⁴ s⁻¹ at n = 5. With the K shell empty and the L shell full, the ratio is 2.3 at n = 6 and 0.36 at n = 5, so the crossover moves up one step. Near Z = 50, (αZ)² is about 0.13, so relativistic corrections to the K electrons are no longer small. The numerical output gives the individual rates and crossover charges.

Computed values

```
muon/electron mass ratio: 206.768
inverse fine-structure constant: 137.036
capture estimate n, fixed nucleus: 14.379
capture estimate n, reduced mass for A=31: 14.353
n=14 binding / K-electron binding (grid): 1.0549
n=14 peak radius / K-electron peak radius (grid): 0.9480
large-n quantum/Larmor rate, extrapolated: 1.00000
Phosphorus Z=15, circular steps n -> n-1
n, energy keV, K Auger 1/s, L Auger 1/s, radiative 1/s, Auger/rad
14     0.516 0.000e+00 1.237e+15 2.243e+11 5.52e+03
13     0.650 0.000e+00 9.478e+14 3.268e+11 2.9e+03
12     0.836 0.000e+00 7.100e+14 4.910e+11 1.45e+03
11     1.099 0.000e+00 5.158e+14 7.648e+11 674
10     1.485 0.000e+00 3.596e+14 1.244e+12 289
 9     2.076 0.000e+00 2.375e+14 2.132e+12 111
 8     3.028 1.231e+15 1.462e+14 3.901e+12 353
 7     4.665 7.649e+14 8.177e+13 7.758e+12 109
 6     7.736 4.061e+14 3.996e+13 1.723e+13 25.9
 5    14.242 1.729e+14 1.595e+13 4.456e+13 4.24
 4    30.770 5.216e+13 4.576e+12 1.444e+14 0.393
 3    87.913 8.430e+12 7.096e+11 6.771e+14 0.0135
 2   474.732 2.947e+11 2.393e+10 6.561e+15 4.86e-05
K-only formula, Z=15: n, x, kappa, g, Auger/radiative
7 1.749 0.866 0.0370 106
6 2.901 1.379 0.0655 24.9
5 5.341 2.083 0.1217 4.03
4 11.538 3.246 0.2438 0.371
3 32.967 5.654 0.5553 0.0127
Crossover charge Z for the step n -> n-1 (K electrons only)
n=3: Z=4.5
n=4: Z=11.6
n=5: Z=21.5
n=6: Z=34.1
n=7: Z=49.1
mean log slope d ln Z / d ln n, n=4 to 7: 2.59
Interpolated crossover n for given Z
Z=5: n=3.09
Z=10: n=3.81
Z=15: n=4.38
Z=20: n=4.87
Z=30: n=5.70
Z=40: n=6.41
largest K-only ratio for 2 -> 1, Z=2 to 80: 0.024
K Auger rate n=5, Z=40 over Z=15: 1.093
radiative rate n=5, Z=40 over Z=15: 50.6
finite-orbit change of K rate, n=5: -3.70 %
finite-orbit change of K rate, n=7: -7.43 %
largest octupole/dipole K rate, n=3 to 7: 2.7e-06
L/K Auger rate at n=5: 0.092
hydrogenic K binding, charge 14: 2.667 keV
screened K binding, Si UHF/6-31G: 1.872 keV
```
